# Averaging the RRKM rate recovers transition-state theory at high pressure

A reactor model for silicon deposition from silane needs the rate of $\mathrm{SiH_4\to SiH_2+H_2}$ over a range of pressures. The pressure dependence comes from the energy-resolved RRKM rate $k(E)$, while the high-pressure limit $k_\infty$ can be had much more cheaply from partition functions. The decision is whether the two calculations may be joined, and what to do if they disagree at high pressure. If they must agree in the limit of infinite collision rate, a disagreement in that limit is an inconsistency in the input and should be removed, not fitted as a pressure effect.

## 1. One oscillator

Take a reactant with a single classical vibration of frequency $\nu$, which reacts when it passes a point at potential energy $E_0$. Its partition function and density of states are

$$Q=\frac{k_BT}{h\nu},\qquad \rho(E)=\frac{1}{h\nu},$$

because $\int_0^\infty e^{-\beta E}dE/(h\nu)=1/(\beta h\nu)$, with $\beta=1/k_BT$. An oscillator with $E>E_0$ passes the point outward once per period, so $k(E)=\nu$; below $E_0$ the rate is zero. If collisions maintain the Boltzmann distribution $f(E)=\rho(E)e^{-\beta E}/Q$, then

$$\langle k\rangle=\int_{E_0}^\infty \beta e^{-\beta E}\,\nu\,dE=\nu e^{-\beta E_0}.$$

Canonical transition-state theory (TST) has no remaining internal motion at the crossing point, so $Q^\ddagger=1$ and

$$k_{\rm TST}=\frac{k_BT}{h}\frac{1}{Q}e^{-\beta E_0}=\nu e^{-\beta E_0}.$$

The two agree. The harmonic $\rho$ has been continued above the barrier, where the real molecule is no longer bound. This is part of the model, and $Q$ contains the same continuation.

## 2. Many internal levels

Now let the transition state have internal levels $\varepsilon_n$ with weights $g_n$. Four assumptions enter: the reaction coordinate separates from the other motions at a fixed dividing surface, it moves classically there, no trajectory recrosses, and the reactant states at a given energy are equally populated. From here on $E$ is measured from the reactant's zero-point level, and $E_0$ is the difference between the two zero-point levels.

Let the reaction coordinate have momentum $p$ and mass $m$. An element $dq\,dp$ holds $dq\,dp/h$ states, and those within $(p/m)dt$ of the surface cross during $dt$. At total energy $E$, level $n$ contributes the flux per unit energy

$$\frac1h\int_0^\infty \frac pm\,\delta\!\left(E-E_0-\varepsilon_n-\frac{p^2}{2m}\right)dp
=\frac1h\int_0^\infty\delta(E-E_0-\varepsilon_n-\varepsilon)\,d\varepsilon ,$$

where $\varepsilon=p^2/2m$ and $d\varepsilon=(p/m)dp$. The integral is one if the level is open and zero otherwise, and the mass has dropped out. Summing over levels gives $W(E-E_0)/h$, with

$$W(x)=\sum_n g_n\,\theta(x-\varepsilon_n),$$

where $\theta$ is the unit step. Dividing the flux by the number of reactant states per unit energy gives the RRKM rate,

$$k(E)=\frac{W(E-E_0)}{h\rho(E)}.$$

Average it over $f(E)$, and put $x=E-E_0$ after cancelling $\rho$:

$$\langle k\rangle=\int_{E_0}^\infty\frac{\rho(E)e^{-\beta E}}{Q}\,\frac{W(E-E_0)}{h\rho(E)}\,dE
=\frac{e^{-\beta E_0}}{hQ}\int_0^\infty W(x)e^{-\beta x}dx.$$

All terms are positive, so the sum in $W$ may be integrated term by term:

$$\int_0^\infty W(x)e^{-\beta x}dx=\sum_n g_n\int_{\varepsilon_n}^\infty e^{-\beta x}dx
=\frac1\beta\sum_n g_ne^{-\beta\varepsilon_n}=k_BT\,Q^\ddagger .$$

Therefore

$$\boxed{\langle k\rangle=\frac{k_BT}{h}\frac{Q^\ddagger}{Q}e^{-\beta E_0}=k_{\rm TST}.}$$

The factor $k_BT$ comes from counting levels up to an energy, not at an energy: each level stays open to all higher translational energies.

The cancellation requires the same $\rho$ in $f$ and in $k(E)$, and $Q$ must be its Laplace transform. An anharmonic $\rho$ in $k(E)$ combined with a harmonic $Q$ breaks the identity. With tunnelling, $W$ must be replaced by a sum of transmission probabilities; the step integral then no longer gives $k_BTQ^\ddagger$, and the TST formula needs the corresponding correction.

**Classical limit.** For $s$ classical oscillators, $Q=\prod_{i=1}^s(\beta h\nu_i)^{-1}$. Since $\int_0^\infty E^{s-1}e^{-\beta E}dE=(s-1)!/\beta^s$, the density with this transform is $\rho=E^{s-1}/[(s-1)!\prod h\nu_i]$. The transition state has $s-1$ oscillators. Its $W$ must have the transform $k_BTQ^\ddagger=\beta^{-s}/\prod h\nu_j^\ddagger$, so $W=x^{s-1}/[(s-1)!\prod h\nu_j^\ddagger]$. Hence

$$k(E)=\frac{\prod_{i=1}^{s}\nu_i}{\prod_{j=1}^{s-1}\nu_j^\ddagger}\left(\frac{E-E_0}{E}\right)^{s-1},\qquad
\langle k\rangle=\frac{\prod\nu_i}{\prod\nu_j^\ddagger}\,e^{-\beta E_0}.$$

For $s=1$ this is the first case again. For $s>1$, $k(E)$ rises continuously from zero at $E_0$ towards the constant prefactor, although its thermal average still has a plain Arrhenius form.

## 3. Symmetry and a hydride model

Consider a tetrahedral hydride, $\mathrm{XH_4\to XH_2+H_2}$, with the symmetry of silane but round parameters that are not silane's computed properties. Energies are in $\mathrm{cm^{-1}}$. The reactant vibrations are 2100 (once), 950 (twice), 2200 (three times) and 920 (three times). The transition state has 2200, 2150, 2000, 1600, 1100, 950, 850 and 700, and $E_0=20000$. All vibrations are harmonic and all rotors rigid.

The reactant rotor has energies $3J(J+1)$ and weights $(2J+1)^2/12$, because the tetrahedron has 12 proper rotations. The transition state has one mirror plane and no proper rotation except the identity, so its symmetry number is 1. Its rotor energies are $2J(J+1)+K^2$, with $K=-J,\ldots,J$ and weight $2J+1$ for each $K$. Dividing by symmetry numbers replaces the detailed nuclear-spin restrictions by their average, which is suitable when many rotational levels are populated.

The ratio $12/1$ is the number of equivalent paths. The two departing hydrogens lie in the mirror plane and are inequivalent, so they can be chosen in $4\times3=12$ ordered ways. Since $\rho$ already contains $1/12$, multiplying $k(E)$ by 12 again would count the paths twice.

At 1000 K, $k_BT=695.035\ \mathrm{cm^{-1}}$. The oscillator products and rotor sums give $Q=2843.39$ and $Q^\ddagger=45565.8$, so

$$k_{\rm TST}=(2.08366\times10^{13})(16.0252)(3.18378\times10^{-13})\ \mathrm{s^{-1}}
=106.31\ \mathrm{s^{-1}} .$$

For the other route, $W$ and $\rho$ are found by counting levels on a $1\ \mathrm{cm^{-1}}$ grid. With $\rho$ per $\mathrm{cm^{-1}}$, the factor $1/h$ becomes the speed of light in $\mathrm{cm\,s^{-1}}$. At $E=24000$,

$$k(E)=(2.998\times10^{10})\,\frac{1.770\times10^6}{6.179\times10^6}\ \mathrm{s^{-1}}=8.59\times10^9\ \mathrm{s^{-1}}.$$

It is $1.95\times10^8\ \mathrm{s^{-1}}$ at 21000 and $2.40\times10^{11}\ \mathrm{s^{-1}}$ at 30000. The thermal rate is far smaller because few molecules have such energies.

## 4. A discrete spectrum needs a grain

A discrete reactant spectrum is a set of spikes, so $W/\rho$ has no useful value at a single energy. Spread each reactant level $e$ uniformly over $[e-D/2,\,e+D/2]$, leaving $W$ unchanged. The partition function of the smoothed density is

$$Q_D=\sum_e\frac{w_e}{D}\int_{e-D/2}^{e+D/2}e^{-\beta E}dE
=\sum_ew_ee^{-\beta e}\,\frac{e^{\beta D/2}-e^{-\beta D/2}}{\beta D}
=Q\,\frac{\sinh a}{a},\quad a=\frac{\beta D}{2},$$

where $w_e$ is the level's weight. The smoothed density still cancels between $f$ and $k(E)$, provided it is positive wherever $W$ is. Only the normalization changes:

$$\langle k\rangle_D=k_{\rm TST}\,\frac{a}{\sinh a}.$$

The correction is small when $D\ll k_BT$, because $\sinh a/a=1+a^2/6+\cdots$. But $D$ cannot be taken to zero for a discrete spectrum. Once it is smaller than the largest gap between reactant levels above the barrier, the smoothed density vanishes at some energies where $W$ does not, and the average loses their contribution. In this model those gaps reach $6\ \mathrm{cm^{-1}}$ when all rotational levels are counted together, so $D$ must not be smaller than that; the spectra of a single $J$ used in section 5 have gaps of 10 to $20\ \mathrm{cm^{-1}}$ and need a correspondingly larger grain. Here $D=100\ \mathrm{cm^{-1}}$. At 1000 K, $a=0.0719$ and $\sinh a/a=1.00086$, so the expected average is $106.31/1.00086=106.22\ \mathrm{s^{-1}}$. Summing $f(E)k(E)$ over the grid gives the same value. At other temperatures:

| $T$ (K) | $\langle k\rangle_D$ (s⁻¹) | $k_{\rm TST}$ (s⁻¹) | $\sinh a/a$ |
|---:|---:|---:|---:|
| 800 | 0.067195 | 0.067285 | 1.00135 |
| 1200 | 14612 | 14620 | 1.00060 |

The small differences are the grain factor, not a difference between the theories.

The average can also be taken over individual molecules, without using $\rho$ as the sampling weight. One million reactant states were drawn at random from the oscillator and rotor distributions at 4500 K, where energies above the barrier are common. Each state's $k(E)$ was multiplied by $e^{-E(\beta-\beta')}Q(\beta')/Q(\beta)$, where $\beta'$ belongs to 4500 K, to convert the average to 1000 K. The result is $106.6\pm0.2\ \mathrm{s^{-1}}$ (one standard error). This average combines unsmoothed levels with a $k(E)$ built from the smoothed density, so its exact value differs slightly from both 106.31 and 106.22: the smoothed density can jump at a level's own energy, so the side from which it is read matters. Summing over all levels instead of sampling them gives $106.35\ \mathrm{s^{-1}}$ with the density just above each level, as in the sampling, and $106.47\ \mathrm{s^{-1}}$ with the density just below. The sampled result lies within two standard errors of either value, which is an acceptable deviation.

## 5. Resolving angular momentum

Between collisions $J$ is conserved, so the rate should be $k(E,J)=W(E,J)/[h\rho(E,J)]$, where $W(E,J)$ counts the transition-state levels of that $J$ open at total energy $E$. In the thermal average each $\rho(E,J)$ cancels separately:

$$\sum_J\int\frac{\rho(E,J)e^{-\beta E}}{Q}\frac{W(E,J)}{h\rho(E,J)}dE
=\frac1{hQ}\int\sum_JW(E,J)\,e^{-\beta E}dE .$$

The sum over $J$ restores the total $W$, and so the same $k_\infty$. In the model both averages are $106.22\ \mathrm{s^{-1}}$ with the grain included.

The individual rates are not the same. At $E=24000$, $k(E,0)=4.11\times10^{10}$ and $k(E,30)=7.70\times10^9\ \mathrm{s^{-1}}$ with the $100\ \mathrm{cm^{-1}}$ grain. The reactant levels of a single $J$ are sparse, so these values depend on the grain: halving it raises both by somewhat less than 10%. For $J=30$ the transition-state rotor takes $2\times30\times31=1860\ \mathrm{cm^{-1}}$, plus $K^2$, from the 4000 above the barrier. The reactant rotor takes 2790 from 24000, a much smaller fraction.

This matters at finite pressure. Suppose each collision, at rate $\omega$, redistributes a molecule according to the Boltzmann law. In a steady state with decay slow compared with $\omega$, entry at rate $\omega f$ balances loss at rate $\omega+k$, so the population fraction is $\omega f/(\omega+k)$ and

$$k_{\rm uni}=\left\langle\frac{\omega k}{\omega+k}\right\rangle .$$

This tends to $\langle k\rangle$ as $\omega\to\infty$. The function has second derivative $-2\omega^2/(\omega+k)^3<0$, and $k(E)$ is the $\rho(E,J)$-weighted mean of $k(E,J)$. A concave function of a mean is at least the mean of the function, so resolving $J$ cannot raise $k_{\rm uni}$. At $\omega=10^{10}\ \mathrm{s^{-1}}$ the model gives $66.7\ \mathrm{s^{-1}}$ without resolution and $52.6\ \mathrm{s^{-1}}$ with it. Agreement at high pressure therefore does not show that a treatment of rotation is adequate at lower pressure.

## 6. Why high pressure gives the Boltzmann average

Real collisions transfer limited energy. Divide the energy axis into finitely many cells with Boltzmann fractions $f_i$ and rates $k_i$. Let $\omega R_{ij}$ be the collision rate from $j$ to $i$, with detailed balance $R_{ij}f_j=R_{ji}f_i$. Writing the population as $n_i=\sqrt{f_i}\,y_i$ turns the kinetic equations into

$$\dot y=-(\omega L+K)y,\qquad K_{ij}=k_i\delta_{ij},\qquad
L_{ij}=\delta_{ij}\sum_lR_{lj}-R_{ij}\sqrt{f_j/f_i}.$$

Detailed balance makes $L$ symmetric. With $z_i=y_i/\sqrt{f_i}$,

$$y^TLy=\sum_{ij}R_{ij}f_j(z_j^2-z_iz_j)=\frac12\sum_{ij}R_{ij}f_j(z_i-z_j)^2\ge0,$$

where the last step averages the expression with its copy under $i\leftrightarrow j$. If collisions connect all cells, zero requires equal $z_i$. The only null vector is then $u_i=\sqrt{f_i}$, the Boltzmann distribution.

The long-time decay rate $\lambda$ is the lowest eigenvalue of $\omega L+K$. Using the normalized vector $u$ as a trial vector gives

$$\lambda\le u^T(\omega L+K)u=\sum_if_ik_i=\langle k\rangle .$$

To find the approach to the limit, write the eigenvector as $u+g$ with $u^Tg=0$. Projecting the eigenvalue equation on $u$ gives $\lambda=\langle k\rangle+u^TKg$. The remaining part gives, to leading order, $\omega Lg=-(K-\langle k\rangle)u$. Hence

$$\lambda=\langle k\rangle-\frac1\omega\,u^T(K-\langle k\rangle)L^+(K-\langle k\rangle)u+O(\omega^{-2}),$$

where $L^+$ inverts $L$ on vectors orthogonal to $u$; subtracting $\langle k\rangle$ on the left is allowed because $u^Tg=0$. For the strong collisions of the previous section, $L=1-uu^T$ and the coefficient is the variance of $k$. The steady-state formula gives $\langle k^2\rangle$ instead; the difference, $\langle k\rangle^2$, comes from neglecting $\lambda$ beside $\omega$ there.

For the hydride at 1000 K, take 225 cells of $200\ \mathrm{cm^{-1}}$, without resolving $J$. Downward transfers have probabilities proportional to $e^{-\Delta E/300\,\mathrm{cm^{-1}}}$, and upward ones follow from detailed balance. Here $\omega$ is the downward collision rate far above the lowest cell, where the mean loss is $200/(1-e^{-2/3})=411\ \mathrm{cm^{-1}}$. Solving the linear equations for $g$ and updating $\lambda$ repeatedly gives:

| $\omega$ (s⁻¹) | $\lambda$ (s⁻¹) | $1-\lambda/\langle k\rangle$ |
|---:|---:|---:|
| $10^8$ | 1.44 | 0.986 |
| $10^{10}$ | 26.5 | 0.751 |
| $10^{12}$ | 91.3 | 0.141 |
| $10^{14}$ | 105.92 | 0.00281 |
| $10^{15}$ | 106.19 | 0.000287 |
| $10^{16}$ | 106.21 | 0.0000287 |

The last rows show the $1/\omega$ law. At $10^{10}\ \mathrm{s^{-1}}$ the rate is only a quarter of its limit: the identity fixes the end point of the pressure curve, not the pressure at which it is reached.

## 7. Activation energy and a surface that moves

Differentiating $\langle k\rangle=\int\rho e^{-\beta E}k(E)dE\big/\int\rho e^{-\beta E}dE$ gives

$$-\frac{d\ln\langle k\rangle}{d\beta}=\langle E\rangle_{\rm reacting}-\langle E\rangle_{\rm all},$$

where the first mean is weighted by $f(E)k(E)$. At 1000 K the means are 23600 and, for the unsmoothed reactant levels, 3091, so the activation energy is $20509\ \mathrm{cm^{-1}}$. A numerical derivative of $\ln k_{\rm TST}$ gives the same value. It exceeds $E_0$ by 509, so the Arrhenius slope should not be inserted as the RRKM threshold.

Finally, let the dividing surface be chosen to minimize the rate. At every energy $\min_sk_s(E)\le k_r(E)$ for any particular surface $r$. Averaging, then choosing the best $r$, gives

$$\left\langle\min_sk_s(E)\right\rangle\le\min_s\langle k_s\rangle .$$

Equality holds if one surface is lowest at all contributing energies. As a counterexample to equality in general, add a looser surface with vibrations 2200, 2150, 2000, 1500, 800, 700, 600 and 400, the same rotor, and a barrier of 20600. The two fixed surfaces give 106.2 and $110.1\ \mathrm{s^{-1}}$, but choosing the lower rate at each energy gives $85.5\ \mathrm{s^{-1}}$. The looser surface is closed just above 20000, while the tighter one must be lower at some higher energies, since otherwise the average would equal $110.1\ \mathrm{s^{-1}}$.

For the reactor calculation, RRKM and canonical TST may therefore be joined when they share one fixed surface and one set of levels, symmetry numbers and energy zeros, and treat tunnelling alike. The comparison must be made in the limit $\omega\to\infty$, either by averaging $k(E)$ over the Boltzmann distribution or by extrapolating in $1/\omega$. A collision rate of order $10^{10}\ \mathrm{s^{-1}}$ corresponds roughly to atmospheric pressure, where this model reaches only a quarter of its limit, so a shortfall at the highest pressure of a reactor can still be a true pressure effect. A mismatch in the limit itself, beyond the discretization error of the energy grain ($a/\sinh a$ for the smoothing used here, different in size and sign for other graining rules), points to the input or the numerics. If the surface is optimized at each energy, the high-pressure limit is at or below the canonical variational rate and should not be forced to equal it.
